\section*{Matérn kernels with force observations and the conditioning of clustered data}

\section*{The problem}

A Gaussian process models the energy $E(\mathbf x)$ of a set of atoms with zero mean and covariance $s^2\rho(r)$, where $r$ is the distance between two points $\mathbf x$ in $d$ dimensions. The Matérn correlation with smoothness $\nu>0$ and length $\ell$ is
\begin{equation}
\rho(r)=\frac{2^{1-\nu}}{\Gamma(\nu)}\,z^\nu K_\nu(z),\qquad z=\frac{\sqrt{2\nu}\,r}{\ell},
\label{matern}
\end{equation}
with $K_\nu$ the modified Bessel function. The squared exponential (SE) is $\rho=e^{-r^2/2\ell^2}$. A force component is $F=-\partial E/\partial x$, understood as a mean-square limit of difference quotients. Algebra is in atomic units.

\section*{(a) Which kernels admit forces?}

\textit{Find all $\nu$ for which $F$ exists with finite variance, and find that variance. Does the answer depend on $d$? How does the difference quotient behave for the other $\nu$?}

\medskip\noindent\textbf{Answer.} Let $A=2\nu/\ell^2$. The spectral density of the kernel is $p(\boldsymbol\omega)\propto(A+\omega^2)^{-\nu-d/2}$. To see this, write
\[
(A+\omega^2)^{-\nu-d/2}\propto\int_0^\infty t^{\nu+d/2-1}e^{-t(A+\omega^2)}\,dt .
\]
The Fourier transform of $e^{-t\omega^2}$ is proportional to $t^{-d/2}e^{-r^2/4t}$, which leaves $\int_0^\infty t^{\nu-1}e^{-tA-r^2/4t}dt\propto z^\nu K_\nu(z)$, the integral representation of $K_\nu$.

For a derivative along one axis, integrate over the other $d-1$ frequencies. Scaling them by $\sqrt{A+\omega^2}$ gives the factor $(A+\omega^2)^{(d-1)/2}$, so for every $d$
\begin{equation}
p_1(\omega)=B\,(A+\omega^2)^{-\nu-1/2},\qquad \int p_1\,d\omega=1 .
\label{p1}
\end{equation}
The quotient $[E(x+h)-E(x)]/h$ corresponds to the spectral factor $(e^{i\omega h}-1)/h$, which tends to $i\omega$ and is bounded by $|\omega|$. If $\int\omega^2p_1\,d\omega$ is finite, dominated convergence makes the quotients converge in mean square. If it is infinite, Fatou's lemma makes their variance diverge. At large $\omega$ the integrand falls as $\omega^{1-2\nu}$, so forces exist if and only if
\[
\nu>1,
\]
independently of $d$. The values $3/2$ and $5/2$ qualify; $1/2$ and $1$ do not.

For the variance, let $M_j=\int\omega^jp_1d\omega$ with $j$ even and $j+2<2\nu$. Integrating $\omega^{j+1}\cdot\omega(A+\omega^2)^{-\nu-1/2}$ by parts, with vanishing boundary terms, gives
\begin{align}
M_{j+2}&=\frac{j+1}{2\nu-1}\,(A M_j+M_{j+2}),\nonumber\\
M_{j+2}&=\frac{(j+1)A}{2\nu-2-j}\,M_j .
\label{moments}
\end{align}
With $M_0=1$ and $j=0$,
\begin{equation}
\operatorname{Var}F=s^2m,\qquad m=M_2=\frac{\nu}{(\nu-1)\ell^2}.
\label{m}
\end{equation}
It diverges as $\nu\to1^+$ and tends to the SE value $s^2/\ell^2$ as $\nu\to\infty$.

For non-integer $\nu$ the small-$z$ series of $K_\nu$ gives
\begin{equation}
\rho=1-\frac{\nu r^2}{2(\nu-1)\ell^2}+\dots+C r^{2\nu}+\dots,\qquad
C=\frac{\Gamma(-\nu)}{\Gamma(\nu)}\Big(\frac{\nu}{2}\Big)^{\nu}\ell^{-2\nu}.
\label{series}
\end{equation}
The quotient has variance $2s^2[1-\rho(h)]/h^2$. For $\nu<1$ the term in $C$, which is then negative, dominates, and the variance grows as $-2s^2Ch^{2\nu-2}$. For $\nu=1$, $zK_1(z)=1+\tfrac12z^2\ln(z/2)+O(z^2)$ gives $(2s^2/\ell^2)\ln(\ell/h)+O(1)$, a slow divergence.

\section*{(b) The covariances}

\textit{For admitted kernels on a line, find the covariances that involve forces.}

\medskip\noindent\textbf{Answer.} Mean-square limits may be taken inside covariances. One minus sign comes from each force and another from differentiating $x_i-x_j$ with respect to $x_j$:
\begin{align*}
\operatorname{Cov}(E_i,F_j)&=-\partial_{x_j}s^2\rho(x_i-x_j)=s^2\rho'(x_i-x_j),\\
\operatorname{Cov}(F_i,F_j)&=\partial_{x_i}\partial_{x_j}s^2\rho(x_i-x_j)=-s^2\rho''(x_i-x_j).
\end{align*}
Energies and forces have different units, so a condition number needs a convention. Below, the data are $e=E/s$ and $g=F/(s\sqrt m)$, each of unit prior variance.

\section*{(c) Growth of the condition number}

\textit{On a line, let $x_j=ht_j$ with $n\ge2$ fixed distinct $t_j$ and $h\to0$. The $N$ noise-free data are the energies ($N=n$), or energies and forces ($N=2n$). With what power of $h$ does the Gram condition number $\kappa=\lambda_{\max}/\lambda_{\min}$ grow? Leave aside $\nu=N-1$.}

\medskip\noindent\textbf{Answer.} As $h\to0$, the energy block and the force block each become a matrix of ones, and the cross block vanishes because $\rho'(0)=0$. Hence $\lambda_{\max}\to n$, and $\lambda_{\min}$ sets the power.

Give the data weights $a_j$ (energies) and $b_j$ (forces), with $|a|^2+|b|^2=1$. Put $\omega=\tau/h$ and $\beta_j=-b_j/(h\sqrt m)$. The quadratic form of the Gram matrix is
\begin{equation}
Q=Bh^{2\nu}\!\int\frac{|P(\tau)|^2\,d\tau}{(Ah^2+\tau^2)^{\nu+1/2}},\quad
P(\tau)=\sum_j(a_j+i\tau\beta_j)e^{i\tau t_j}.
\label{form}
\end{equation}

\textit{Lower bound.} For small $h$, $|a|^2+|\beta|^2\ge1$. The functions in $P$ are linearly independent on $1\le|\tau|\le2$, so this band alone gives $\lambda_{\min}\ge\text{const}\cdot h^{2\nu}$.

\textit{Upper bound for $N-1>\nu$.} Choose fixed, non-zero $(a,\beta)$ for which the Taylor coefficients of $P$ up to $\tau^{N-2}$ vanish: these are $N-1$ linear conditions on $N$ unknowns. Here $a\neq0$, since with $a=0$ the conditions $\sum_j\beta_jt_j^k=0$ for $k\le2n-3$ include a full Vandermonde system and force $\beta=0$. With $\beta$ fixed, $b\to0$ as $h\to0$, so the norm of the weights $(a,b)$ tends to $|a|>0$, and normalizing them changes $Q$ by a bounded factor only. Near $\tau=0$ the integrand is bounded by a constant times $|\tau|^{2(N-1)-2\nu-1}$, which is integrable. At large $\tau$, $|P|$ grows at most linearly, and convergence with forces needs just $\nu>1$. Thus $\lambda_{\min}\le\text{const}\cdot h^{2\nu}$.

\textit{The case $N-1<\nu$, and SE for any $N$.} The same weights satisfy $|P(\tau)|\le\text{const}\cdot|\tau|^{N-1}$ for all $\tau$, so $Q\le\text{const}\cdot h^{2(N-1)}M_{2(N-1)}$ with a finite moment. Conversely, the first $N$ Taylor coefficients of $P$ determine the weights, because a polynomial of degree $N-1$ can match any set of these data. On $|\omega|\le1$ the function $P(h\omega)$ is therefore at least of order $h^{N-1}$ in norm, and $\lambda_{\min}\ge\text{const}\cdot h^{2(N-1)}$. Together,
\begin{equation}
\kappa\sim h^{-p},\qquad
p_{\text{Matérn}}=\min[2\nu,\,2(N-1)],\quad p_{\text{SE}}=2(N-1).
\label{powers}
\end{equation}
The Matérn power saturates as data are added; the SE power does not. Unlike the condition $\nu>1$, these powers hold for points on a line only. In more dimensions a polynomial of lower degree can match the data and the growth is slower: for SE and for $\nu=5/2$ alike, three energies at non-collinear points of a plane give $p=2$, and four at generic points give $p=4$. For $N-1<\nu$ the powers are equal. Two energies, for example, have eigenvalues $1\pm\rho(h)$, so for $\nu>1$
\[
\kappa=\frac{1+\rho}{1-\rho}\to\frac{4}{mh^2}=\frac{4(\nu-1)}{\nu}\frac{\ell^2}{h^2},
\]
against $4\ell^2/h^2$ for SE: a gain in the prefactor alone.

\section*{(d) Two geometries with forces}

\textit{For $n=2$, spacing $h$, energies and forces, find the leading $\lambda_{\min}$, including its coefficient, for $1<\nu<3$, for $\nu>3$ and for SE.}

\medskip\noindent\textbf{Answer.} Reflection about the midpoint exchanges $e_1,e_2$ and sends $g_1\to-g_2$, $g_2\to-g_1$. The odd combinations $u=(e_2-e_1)/\sqrt2$ and $v=(g_1+g_2)/\sqrt2$ decouple from the even ones. From (b), with $\rho$ and its derivatives at $h$,
\[
\operatorname{Var}u=1-\rho,\quad \operatorname{Var}v=1-\frac{\rho''}{m},\quad
\operatorname{Cov}(u,v)=\frac{\rho'(h)-\rho'(-h)}{2\sqrt m}=\frac{\rho'}{\sqrt m}.
\]
The determinant is $D=(1-\rho)(1-\rho''/m)-\rho'^2/m$. The trace tends to 2 and $D\to0$, so the smaller eigenvalue is $D/2$ to leading order.

\textit{Case $1<\nu<3$.} Let $q=2\nu$ and, for non-integer $\nu$, $\rho=1-\tfrac12mh^2+\tfrac1{24}Gh^4+Ch^q+\dots$. Then
\begin{align*}
(1-\rho)\Big(1-\frac{\rho''}{m}\Big)&=mh^2-\frac{G}{3}h^4-C\Big[2+\frac{q(q-1)}2\Big]h^q+\dots,\\
\frac{\rho'^2}{m}&=mh^2-\frac{G}{3}h^4-2Cq\,h^q+\dots
\end{align*}
The $h^2$ and $h^4$ terms cancel. The omitted terms, of order $h^6$, $h^{2q-2}$ and $h^{q+2}$, are smaller than $h^q$. Hence
\[
D=-\tfrac12C(q-1)(q-4)h^q=C(2\nu-1)(2-\nu)h^{2\nu}.
\]
Using $\Gamma(3-\nu)=(2-\nu)\,\nu(\nu-1)\,\Gamma(-\nu)$,
\begin{equation}
\lambda_{\min}\to\frac{(2\nu-1)\,\Gamma(3-\nu)}{2\nu(\nu-1)\Gamma(\nu)}
\Big(\frac\nu2\Big)^{\nu}\Big(\frac h\ell\Big)^{2\nu}.
\label{low}
\end{equation}
This is regular at $\nu=2$, where a numerical test also confirms it.

\textit{Case $\nu>3$, and SE.} Now $\rho=1-\tfrac12mh^2+\tfrac1{24}M_4h^4-\tfrac1{720}M_6h^6+\dots$. The lower orders cancel as before, and the $h^6$ terms give
\begin{align*}
D&=\Big[M_6\Big(\tfrac1{360}+\tfrac1{48}-\tfrac1{60}\Big)+\frac{M_4^2}{m}\Big(\tfrac1{48}-\tfrac1{36}\Big)\Big]h^6\\
&=\frac{h^6}{144}\Big(M_6-\frac{M_4^2}{m}\Big).
\end{align*}
Equation (\ref{moments}) gives $M_4=3\nu m/[(\nu-2)\ell^2]$ and $M_6=5\nu M_4/[(\nu-3)\ell^2]$, so
\begin{equation}
\lambda_{\min}\to\frac{\nu^3(2\nu-1)}{96(\nu-1)(\nu-2)^2(\nu-3)}\Big(\frac h\ell\Big)^6 .
\label{high}
\end{equation}
For SE, $m=\ell^{-2}$, $M_4=3\ell^{-4}$ and $M_6=15\ell^{-6}$ give $\lambda_{\min}\to(h/\ell)^6/48$, the limit of (\ref{high}) as $\nu\to\infty$.

\textit{The even block} has determinant $(1+\rho)(1+\rho''/m)-\rho'^2/m$. It is of order $h^{2\nu-2}$ for $\nu<2$, $h^2\ln(1/h)$ at $\nu=2$, and $h^2$ for $\nu>2$, so its eigenvalues are larger. Since $\lambda_{\max}\to2$, $\kappa\to2/\lambda_{\min}$.

The small eigenvalue has a plain meaning: $D/\operatorname{Var}v$, which tends to $D/2$, is the variance of the scaled energy difference $u=(e_2-e_1)/\sqrt2$ that remains once the force sum is known. At small $h/\ell$, a smoother prior regards the fourth datum as more nearly redundant.

\section*{(e) Numbers and noise}

\textit{Take $s=2$ eV and $\ell=0.5$ angstrom. Interpret the numerical output for $\nu=3/2$, $5/2$ and SE. What does observation noise change?}

\medskip\noindent\textbf{Answer.} These are round model parameters; the Gram matrix does not depend on the observed energies. For $\nu=3/2$, (\ref{m}) gives a force deviation $(2/0.5)\sqrt3=6.93$ eV/angstrom, or $0.1347$ hartree/bohr. For $\nu=1/2$ the difference-quotient deviation rises from 39.8 to 4000 eV/angstrom as $h$ falls from $10^{-2}$ to $10^{-6}$ angstrom. For $\nu=1$ it rises from 11.6 to 20.7, the logarithm of part (a).

For two energies and two forces, the computed $\kappa$ is
\begin{center}
\begin{tabular}{lccc}
$h$ (angstrom) & $\nu=3/2$ & $\nu=5/2$ & SE\\
0.1 & $3.04\times10^2$ & $7.98\times10^3$ & $1.5\times10^6$\\
0.01 & $2.89\times10^5$ & $5.31\times10^8$ & $1.5\times10^{12}$\\
0.001 & $2.89\times10^8$ & $5.06\times10^{13}$ & $1.5\times10^{18}$
\end{tabular}
\end{center}
At $h=0.01$ angstrom, $h/\ell=0.02$, and the SE law gives $96/0.02^6=1.5\times10^{12}$. For $\nu=5/2$ the leading law lies 37\% below the computed value at 0.1 angstrom and 5\% below at 0.01 angstrom. This fits the first omitted term, $h^6$ beside $h^5$, whose relative size is of order $h/\ell$.

A third geometry at spacing 0.01 angstrom raises the SE value to $4.0\times10^{19}$, but the Matérn values just to $6.5\times10^5$ and $1.2\times10^9$. The measured powers are 10 for SE and still 3 and 5 for Matérn, as (\ref{powers}) requires. With two energies alone at this spacing, the three values are 3410, 6002 and $10^4$, so the choice of kernel matters little there.

Double-precision diagonalization of a matrix with entries of order one rounds intermediate results as well as the entries, and can leave absolute errors of up to about $10^{-15}$ in the eigenvalues here. At $h=0.001$ angstrom the SE eigenvalue is $1.3\times10^{-18}$, and in the run shown its double-precision value is wrong by about 480 times the eigenvalue itself, a factor that varies with the rounding. For $\nu=3/2$ the eigenvalue is $6.9\times10^{-9}$, so an absolute error of $10^{-15}$ is a relative error of only about $1.4\times10^{-7}$.

Independent noise of variance $\delta$ in the scaled data adds $\delta$ to every eigenvalue:
\[
\kappa_\delta=\frac{\lambda_{\max}+\delta}{\lambda_{\min}+\delta}<1+\frac{\lambda_{\max}}{\delta}.
\]
With $\delta=10^{-8}$, an energy noise of 0.20 meV, $\kappa_\delta$ at 0.001 angstrom is $1.2\times10^8$ for $\nu=3/2$ and $2.0\times10^8$ for both $\nu=5/2$ and SE. Noise then sets the conditioning of the last two, and their difference in $\kappa$ becomes negligible. A small $\kappa$ makes the linear algebra safer; it does not show that the kernel describes the energy surface better.

\section*{Computed results}
\begin{verbatim}
prior energy deviation s = 2.0 eV
length scale l = 0.5 angstrom
Matern 3/2: prior force deviation 6.9282 eV/angstrom = 0.13473 hartree/bohr
Matern 5/2: prior force deviation 5.1640 eV/angstrom = 0.10042 hartree/bohr
SE: prior force deviation 4.0000 eV/angstrom = 0.07779 hartree/bohr
nu=0.5: difference-quotient deviation at h=1e-02 angstrom: 39.8 eV/angstrom
nu=0.5: difference-quotient deviation at h=1e-04 angstrom: 400 eV/angstrom
nu=0.5: difference-quotient deviation at h=1e-06 angstrom: 4000 eV/angstrom
nu=1.0: difference-quotient deviation at h=1e-02 angstrom: 11.57 eV/angstrom
nu=1.0: difference-quotient deviation at h=1e-04 angstrom: 16.77 eV/angstrom
nu=1.0: difference-quotient deviation at h=1e-06 angstrom: 20.7 eV/angstrom
nu=1.5: difference-quotient deviation at h=1e-02 angstrom: 6.849 eV/angstrom
nu=1.5: difference-quotient deviation at h=1e-04 angstrom: 6.927 eV/angstrom
nu=1.5: difference-quotient deviation at h=1e-06 angstrom: 6.928 eV/angstrom
Matern 3/2: kappa, 2 energies, h=0.01 angstrom: 3410 (no unit)
Matern 5/2: kappa, 2 energies, h=0.01 angstrom: 6002 (no unit)
SE: kappa, 2 energies, h=0.01 angstrom: 1e+04 (no unit)
Matern 3/2: kappa, 2 energies+2 forces, h=0.1 angstrom: 304, asymptotic 288.7 (no unit)
Matern 5/2: kappa, 2 energies+2 forces, h=0.1 angstrom: 7982, asymptotic 5031 (no unit)
SE: kappa, 2 energies+2 forces, h=0.1 angstrom: 1.5e+06, asymptotic 1.5e+06 (no unit)
Matern 3/2: kappa, 2 energies+2 forces, h=0.01 angstrom: 2.888e+05, asymptotic 2.887e+05 (no unit)
Matern 5/2: kappa, 2 energies+2 forces, h=0.01 angstrom: 5.313e+08, asymptotic 5.031e+08 (no unit)
SE: kappa, 2 energies+2 forces, h=0.01 angstrom: 1.5e+12, asymptotic 1.5e+12 (no unit)
Matern 3/2: kappa, 2 energies+2 forces, h=0.001 angstrom: 2.887e+08, asymptotic 2.887e+08 (no unit)
Matern 5/2: kappa, 2 energies+2 forces, h=0.001 angstrom: 5.059e+13, asymptotic 5.031e+13 (no unit)
SE: kappa, 2 energies+2 forces, h=0.001 angstrom: 1.5e+18, asymptotic 1.5e+18 (no unit)
Matern 3/2: least-eigenvalue coefficient, 2 energies+2 forces: 0.86603 (no unit)
Matern 5/2: least-eigenvalue coefficient, 2 energies+2 forces: 1.24226 (no unit)
SE: least-eigenvalue coefficient, 2 energies+2 forces: 0.02083 (no unit)
Matern 3/2: spacing where kappa = 1e12: 6.609e-05 angstrom
Matern 5/2: spacing where kappa = 1e12: 0.002195 angstrom
SE: spacing where kappa = 1e12: 0.0107 angstrom
Matern 3/2: kappa, 3 energies+3 forces, h=0.01 angstrom: 6.497e+05 (no unit)
Matern 5/2: kappa, 3 energies+3 forces, h=0.01 angstrom: 1.164e+09 (no unit)
SE: kappa, 3 energies+3 forces, h=0.01 angstrom: 3.957e+19 (no unit)
Matern 3/2: measured exponent p with forces, 2 and 3 geometries: 3.000, 3.000
Matern 5/2: measured exponent p with forces, 2 and 3 geometries: 5.000, 5.000
SE: measured exponent p with forces, 2 and 3 geometries: 6.000, 10.000
relative noise variance delta = 1e-08 (no unit), i.e. energy noise 0.20 meV
Matern 3/2: h=0.001 angstrom: kappa with noise 1.181e+08; least eigenvalue 6.928e-09, double-precision relative error 3.5e-09
Matern 5/2: h=0.001 angstrom: kappa with noise 2e+08; least eigenvalue 3.953e-14, double-precision relative error 5.0e-03
SE: h=0.001 angstrom: kappa with noise 2e+08; least eigenvalue 1.333e-18, double-precision relative error 4.8e+02
\end{verbatim}
